Floating-gate threshold shift and the control-gate programming potential

Suppose a memory transistor stores −193.6 aC on a floating gate whose total capacitance is 105.51 aF. Dividing one by the other gives −1.835 V, and one might expect the transistor's threshold to rise by 1.835 V. In the cell treated below it rises by 3.00 V. A similar error awaits whoever needs 7.6 V across the tunnel oxide and applies 7.6 V to the control gate: in a neutral cell only about 4.6 V appears there, and the tunnel current is negligible. Both errors treat a divided potential as an applied one. The correct relations follow from the charge balance of the floating gate, provided one states which potentials are held fixed.

The floating gate is a conductor surrounded by insulator. Above it, across the interpoly dielectric, lies the control gate; below it, across the tunnel oxide, lies the silicon channel. Source, drain and neighbouring conductors add smaller capacitances. Let Q be the net charge on the floating gate, with Q < 0 for stored electrons. All potentials are measured from the grounded source.

First let every surrounding conductor be an equipotential and every dielectric linear. The field equations are then linear, so Q is a linear function of the potentials:

Q = C_T V_FG − Σ C_i V_i.

Raising all conductors by the same amount creates no field and therefore no charge. This requires C_T = Σ C_i, so that

Q = Σ C_i (V_FG − V_i),

V_FG = Σ (C_i/C_T) V_i + Q/C_T.

The coefficient of the control-gate potential is the coupling ratio,

α = C_CG/C_T.

If the control gate moves by 1 V while Q and the other potentials stay fixed, the floating gate moves by α volts. If charge Q is added while all applied potentials stay fixed, the floating gate moves by Q/C_T. The second statement is the origin of the 1.835 V above. It is correct, but it is not the threshold shift.

The channel is not a linear capacitor: its charge passes from depletion to inversion as the gate potential rises. The threshold shift can be derived without linearizing it. Write Q_ch(V_FG) for the charge on the face of the floating gate that looks at the channel, and collect all other grounded surroundings in one capacitance C_P. Gauss's law gives

Q = C_CG (V_FG − V_CG) + C_P V_FG + Q_ch(V_FG).

This assumes that the floating gate screens the channel from the control gate, so that the channel responds to V_FG alone. It also takes both gates to be of the same material; a difference would add the same constant potential with and without stored charge. A fixed drain bias during reading would likewise add only a constant.

Threshold is the control-gate potential at which the channel reaches a chosen electron density. By the screening assumption this happens at one definite floating-gate potential V*, whatever the stored charge. For the neutral cell, with threshold V_T0, and for the charged cell, with threshold V_T, the balance reads

0 = C_CG (V* − V_T0) + C_P V* + Q_ch(V*),

Q = C_CG (V* − V_T) + C_P V* + Q_ch(V*).

Subtracting the first line from the second removes the parasitic and channel terms, because both are evaluated at the same V*:

Q = −C_CG (V_T − V_T0).

With ΔV_T = V_T − V_T0 this is

ΔV_T = −Q/C_CG = −Q/(α C_T).

Stored electrons raise the threshold. The two capacitances now have clear roles. In the linear description, the charge lowers the floating gate by |Q|/C_T at fixed control bias. To restore the channel, the control gate must bring the floating gate back up, and since only the fraction α of its own change arrives, it must rise by |Q|/(α C_T). The tunnel-oxide thickness therefore drops out of the shift, although it affects C_T and the neutral threshold.

Programming asks a different question: which control-gate potential puts a required voltage V_ox across the tunnel oxide when the cell already has the shift ΔV_T? Let source, drain and body be grounded and the channel inverted. The floating-gate potential is a difference of Fermi levels, while V_ox is a difference of electrostatic potential across the oxide. The two differ by an offset V_0 that contains the contact potential and the band bending in the silicon:

V_FG = V_ox + V_0.

The tunnel-facing charge is Q_ch = C_tun V_ox. Insert both into the charge balance:

Q = C_CG (V_ox + V_0 − V_CG) + C_P (V_ox + V_0) + C_tun V_ox.

Collect the terms in V_ox, whose coefficients add up to C_T = C_CG + C_P + C_tun:

Q = C_T V_ox + (C_CG + C_P) V_0 − C_CG V_CG.

Solve for V_CG and divide by C_CG, using C_T/C_CG = 1/α and −Q/C_CG = ΔV_T:

V_CG = V_ox/α + ΔV_T + V_0 (1 + C_P/C_CG).

When V_0 is neglected, V_FG = V_ox and the result is

V_CG = V_FG/α + ΔV_T.

The first term is the capacitive division. The second compensates the electrons already stored, volt for volt. Even for perfect coupling, α → 1, the control gate needs V_FG + ΔV_T and not V_FG alone.

The offset is small for an n-type gate facing an electron inversion layer. In the gate, take the Fermi level at the conduction-band edge. At the silicon surface, Boltzmann statistics put the Fermi level above the band edge by kT ln(n_s/N_c), where n_s is the surface electron density and N_c the effective density of states. The gate and channel have the same band structure, so this energy is the whole mismatch:

V_0 = (kT/q) ln(n_s/N_c).

To find n_s, use Poisson's equation for the electron layer, ε_Si ψ″ = q n, with n proportional to exp(qψ/kT). The small acceptor charge is dropped. Multiplying by ψ′ makes both sides derivatives:

d/dx [ε_Si (ψ′)²/2] = q n ψ′ = d/dx [kT n].

Deep in the silicon both brackets vanish in this approximation, so at the surface, with field F_s,

n_s = ε_Si F_s²/(2kT).

Now take a cell with rough typical values for silicon flash memory: a channel of 90 nm × 90 nm, a tunnel oxide of 8 nm, and an interpoly dielectric equivalent to 13 nm of oxide. The control gate wraps over the top and two sides of a floating gate 90 nm high, so its facing area is three times the channel area. With the oxide permittivity of 0.034531 aF/nm,

C_tun = 0.034531 × 90 × 90/8 ≈ 34.96 aF,

C_CG = 0.034531 × 3 × 90 × 90/13 ≈ 64.55 aF.

Adding C_P = 6.0 aF gives C_T = 105.51 aF and

α = 64.55/105.51 = 0.6118.

A 3 V shift requires Q = −64.55 aF × 3 V ≈ −193.6 aC, or 1209 electrons. Each electron moves the threshold by 2.48 mV.

Let the field left in the tunnel oxide at the end of the pulse be 9.5 MV/cm, or 0.95 V/nm. Then V_ox = 0.95 × 8 = 7.6 V and the ideal programming potential is

V_CG = 7.6/0.6118 + 3.0 = 12.42 + 3.00 = 15.42 V.

A numerical solution of the nonlinear Poisson equation, for 3.0 × 10¹⁷ acceptors per cm³, a band gap of 1.12 eV, a valence-band density of states of 2.65 × 10¹⁹ cm⁻³ at 300 K (the neutral threshold moves by about 16 mV if 1.04 × 10¹⁹ cm⁻³ is used instead) and a read criterion of 10¹¹ electrons per cm², tests the treatment of the channel. At 300 K the threshold moves from 1.0998 V to 4.0998 V. At 358 K, with the silicon band gap held at its 300 K value, the neutral threshold is 77 mV lower, at 1.0228 V, but the shift is still 3.0000 V, as the subtraction at fixed V* requires. For programming, the silicon permittivity is three times that of the oxide, so the surface field is F_s = 0.95/3 = 0.317 V/nm. With N_c = 2.8 × 10¹⁹ cm⁻³ at 300 K, the classical offset is V_0 = 0.098 V, which raises the predicted potential to 15.531 V; the Poisson solution gives 15.530 V.

Wrapping the control gate does more than raise α: if the interpoly layer is plain oxide, the larger facing area also decides whether programming is possible at all. Remove the wrapping, keeping both thicknesses, C_P, the 3 V shift and the final tunnel field fixed. Then C_CG falls to a third, α falls to 0.3444, and

V_CG = 7.6/0.3444 + 3.0 = 25.07 V.

This potential would not do the job. In plain oxide the interpoly field would be (25.07 − 7.60)/13 = 1.34 V/nm, or 13.4 MV/cm, above the 9.5 MV/cm in the tunnel oxide. With equal areas and similar oxide barriers, electrons would leave towards the control gate faster than they arrived. A thinner interpoly layer would restore α but not cure this. By Gauss's law, with equal areas, equal permittivities and Q ≤ 0, the interpoly field cannot be smaller than the tunnel field. A dielectric of higher permittivity offers another way out: at the same oxide-equivalent thickness it is physically thicker, and its field is lower in the same ratio. Whether it then leaks less depends on its own barrier and traps. In the wrapped cell the interpoly field is (15.42 − 7.60)/13 = 0.602 V/nm, or 6.02 MV/cm. If the interpoly layer is treated as plain oxide with this uniform field, its total current at the end of the pulse is 4.9 × 10⁻⁷ of the tunnel current, even with three times the area. At the convex upper corners of the floating gate the field is higher. For a full cylinder of radius r inside a concentric control gate it would be 7.82 V/[r ln(1 + 13 nm/r)], which is 9.4 MV/cm at r = 10 nm and 12.2 MV/cm at 5 nm. A real corner is only a quarter bend joined to flat faces, and its peak field is somewhat lower: about 9.2 and 11.3 MV/cm. Sharp corners can therefore leak far more than the uniform-field ratio suggests.

The final field fixes the potential, but the pulse time requires the tunnel current. At fixed V_CG, setting V_0 = 0 and solving the programming relation for V_ox gives

V_ox = α (V_CG − ΔV_T).

Each stored electron lowers the field seen by the next. Since dQ/dt = −A J and Q = −C_CG ΔV_T, where A is the channel area and J the magnitude of the current density,

C_CG dΔV_T/dt = A J(F), F = α (V_CG − ΔV_T)/t_tun.

For J, treat the emitting layer as a free-electron metal at low temperature. An electron at the Fermi level meets a triangular barrier of height Φ, because V_ox exceeds Φ/q = 3.10 V. Its WKB exponent is

2 ∫ √(2m_ox(Φ − qFx)) dx/ħ = 4√(2m_ox) Φ^(3/2)/(3ħqF),

with x running from 0 to Φ/(qF). An electron whose energy of motion normal to the oxide lies u below the Fermi level sees Φ + u. To first order in u its exponent increases by cu, with

c = 2√(2m_ox Φ)/(ħqF).

The occupied transverse states at that normal energy number m_e u/(πħ²) per unit area, including spin. Each one-dimensional channel carries q du/(2πħ) times the transmission. The integral of u exp(−cu) over positive u is 1/c², hence

J = [q m_e/(2π²ħ³)] (1/c²) exp[−4√(2m_ox) Φ^(3/2)/(3ħqF)]

= [q³ m_e F²/(16π²ħ m_ox Φ)] exp[−4√(2m_ox) Φ^(3/2)/(3ħqF)].

This is the Fowler–Nordheim law. With m_ox = 0.42 m_e it gives 9.6 × 10⁻⁴ A/cm² at 9.5 MV/cm. Multiplying by A and dividing by C_CG, the threshold is then rising at about 1.2 V/ms. Separating variables in the rate equation gives the time from the neutral state,

t = ∫ C_CG dv/[A J(α(V_CG − v)/t_tun)], v from 0 to 3 V,

which is 0.40 ms in this low-temperature model; at 300 K the thermal spread of electron energies shortens it to about 0.35 ms. These times are exponentially sensitive to the oxide parameters and are best read as orders of magnitude: Φ = 3.0 eV gives 0.12 ms, Φ = 3.15 eV gives 0.74 ms, and m_ox = 0.5 m_e gives 4.5 ms. At the final rate alone the shift would take about 2.5 ms; most of it is acquired earlier, when the field is higher. The initial field is 0.6118 × 15.42/8 = 1.179 V/nm, or 11.8 MV/cm. That is 0.79 of a rough short-pulse breakdown field of 15 MV/cm, so the abrupt pulse stresses the oxide most at its start.

Erasing reverses the sign of V_ox. To begin with −7.6 V across the oxide of the programmed cell, the ideal relation gives V_CG = −12.42 + 3.00 = −9.42 V relative to all other terminals. The stored electrons now help. This figure is less accurate than the programming value, because holes then accumulate at the silicon surface and V_0 is classically about −1.2 V, slightly more than the silicon band gap in magnitude. Including it moves the erase potential to about −10.8 V.

When all terminals are grounded, the ideal oxide voltage is Q/C_T = −1.835 V and the field has magnitude 2.29 MV/cm. Here the barrier is a trapezoid, since the voltage is less than 3.10 V. Integrating the WKB exponent across the full oxide and keeping the prefactor above as a rough estimate, a 10% charge loss takes about 10²⁰ s. Holes accumulated at the silicon surface lower the oxide voltage to about 1.1 V in magnitude, which lengthens this time further. Tunnelling through a perfect oxide therefore does not limit retention in this model. Leakage through traps, which the model omits, can do so in a worn oxide.

Trapped charge also shifts the threshold directly, and the same charge balance gives its size. Let N electrons per unit area be trapped halfway through the tunnel oxide, with Q unchanged. At threshold the silicon surface must be in its former state, so the field in the lower half of the oxide is unchanged. By Gauss's law the displacement in the upper half must be larger by qN. The floating gate must therefore rise by

δ = qN t_tun/(2ε_ox),

and its tunnel-facing charge increases by qNA. The changes in the charge balance must add to zero:

0 = C_CG (δ − ΔV_trap) + C_P δ + qNA,

ΔV_trap = δ (1 + C_P/C_CG) + qNA/C_CG.

For an assumed 5 × 10¹¹ electrons per cm², about 40 electrons lie over this channel. The two terms are each about 0.10 V and their sum is 0.202 V. In this uniform-sheet description, each trapped electron contributes about 5 mV on average, twice the effect of one on the floating gate. One programming pulse sends 2.39 μC/cm² through the oxide; how much of it becomes trapped is a question of oxide quality that electrostatics cannot answer.

The screening assumption can also be relaxed. Let C_dir be a direct capacitance between control gate and channel. Keeping the channel charge fixed at threshold then requires

C_tun δV_FG + C_dir ΔV_T = 0,

while the floating gate obeys δV_FG = α ΔV_T + Q/C_T. Substituting the second relation into the first and dividing by C_tun gives

(α + C_dir/C_tun) ΔV_T = −Q/C_T,

ΔV_T = −Q/(C_CG + C_dir C_T/C_tun).

Direct coupling makes the control gate more effective, so it reduces the shift. A two-dimensional field solution for the width section was made for one layout, in which the control gate ends 13 nm above the lower edge of the floating gate and grounded silicon lies beside the channel. It gives a reduction of 1.8% and C_CG = 65.49 aF on a 1 nm grid; on finer grids this settles at 65.41 aF, 1.3% above the parallel-plate value. The reduction depends on the layout: it grows to about 4.4% if the control gate reaches down to the lower edge of the floating gate.

A neighbouring cell disturbs the threshold through the parasitic capacitance. If one third of C_P, 2 aF, couples to one adjacent floating gate, programming that neighbour changes its potential by −1.835 V at fixed bias in the linear description. Balancing this at threshold raises the threshold of the first cell by (2/64.55) × 1.835 V = 57 mV. This equals the effect of 23 electrons stored in the cell itself. If the neighbour's channel loses its inversion layer, its potential falls further: by about 2.2 V at a read potential of 1.1 V, which makes the disturbance about 67 mV.

For floating-gate flash cells programmed by tunnelling from the channel, a tunnel oxide near 8 nm, a coupling ratio near 0.6, a shift of a few volts and a programming potential between roughly 15 and 20 V are all ordinary. The abrupt pulse is less so: such cells are commonly programmed with a rising staircase of pulses, which limits the initial field. Real gates are also not ideal equipotentials up to their surfaces. For 10²⁰ donors per cm³, the depletion approximation gives a loss of 0.32 V in the polysilicon of the floating gate and 0.13 V in that of the control gate. Fermi statistics add about 0.04 V to each, but they also place the gate's Fermi level about 0.06 V above the band edge, so the sum below changes by only about 0.02 V. In a one-subband estimate, quantum confinement and degeneracy in the inversion layer raise the channel offset to about 0.36 V, in place of the classical 0.10 V. A self-consistent treatment of the subbands gives about 0.42 V if the oxide is an infinite wall, and about 0.38 V if the wave functions penetrate the 3.1 eV barrier; this would add 0.06 or 0.02 V to the sum below. The floating-gate and channel parts both enter like V_0, and the control-gate part adds directly:

(0.364 + 0.324)(1 + 6.0/64.55) + 0.130 ≈ 0.88 V.

Two smaller effects are left out because they nearly cancel. Electron accumulation on the upper face of the floating gate adds about 0.1 V to the programming potential. Voltage drops inside the gates during reading add about 0.1 V to the observed shift, so slightly less stored charge is needed for 3 V. The programming potential for the same shift and final field thus moves from 15.42 V to about 16.3 V, a correction of about 6% of the ideal value. The correction matters for speed: if the potential were left at 15.42 V, offsets of this size would lengthen the pulse from 0.40 ms to between 2.5 and 3 ms, provided Φ is an effective barrier that stays 3.10 eV above the Fermi level. If 3.10 eV is read as the band offset instead, the Fermi level raised 0.36 eV above the band edge lowers the barrier, and the same formula gives a pulse shorter by about two orders of magnitude. In cells that store charge in an insulating nitride, a more basic assumption fails: the charge does not spread over an equipotential, its position matters, and a single Q/C_CG no longer describes the shift.

The remaining freedom in design is a trade. With the tunnel oxide and C_P fixed, a larger C_CG raises α and lowers the programming potential for a given field and shift, but it also requires more electrons for each volt of shift. The numerical output lists the values for this cell.

Calculated quantities

```
INPUTS (rough typical flash-cell values)
channel length = width = gate height: 90 nm
tunnel oxide thickness: 8.0 nm
interpoly oxide-equivalent thickness: 13.0 nm
interpoly area / channel area: 3.0
parasitic capacitance: 6.0 aF
channel acceptor density: 3.0e+17 cm^-3
tunnel barrier: 3.10 eV
oxide tunnelling mass / electron mass: 0.42
target threshold shift: 3.00 V
final tunnel-oxide field: 9.50 MV/cm
MAIN RESULTS
tunnel capacitance: 34.96 aF
control-gate capacitance: 64.55 aF
total capacitance: 105.51 aF
coupling ratio: 0.6118
stored charge: -193.6 aC
stored electrons: 1209
threshold shift per electron: 2.48 mV
floating-gate change at fixed control bias: -1.835 V
final tunnel-oxide voltage: 7.600 V
ideal control-gate programming potential: 15.423 V
pulse time from neutral: 0.402 ms
coupling ratio without wrapping: 0.3444
programming potential without wrapping: 25.069 V
NONLINEAR CHANNEL
read criterion, electron density: 1.0e+11 cm^-2
neutral threshold at 300 K: 1.0998 V
programmed threshold at 300 K: 4.0998 V
neutral threshold at 358 K: 1.0228 V
threshold shift at 358 K: 3.0000 V
classical channel offset V_0: 0.0983 V
programming potential, formula with V_0: 15.5306 V
programming potential, Poisson: 15.5303 V
NEGLECTED EFFECTS AND LIMITS
quantum and degenerate channel offset: 0.364 V
floating-gate polysilicon depletion: 0.324 V
control-gate polysilicon depletion: 0.130 V
programming potential with these three: 16.31 V
control capacitance from 2D field: 65.49 aF
shift lost to direct coupling: 1.81 %
shift from one programmed neighbour: 56.9 mV
initial tunnel-oxide field: 11.79 MV/cm
initial field / rough 15 MV/cm breakdown: 0.786
final interpoly field: 6.02 MV/cm
interpoly / tunnel current at pulse end: 4.9e-07
final tunnel current density: 9.61e-04 A/cm2
charge through oxide per programming: 2.39 uC/cm2
assumed trapped electrons: 5.0e+11 cm^-2
threshold shift from trapped electrons: 0.202 V
ideal idle tunnel-oxide field: 2.29 MV/cm
log10 of ideal time for 10% loss, in s: 20.4
```
